\section*{Configurational entropy and the stability of an equiatomic five-element solid solution, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

Five elements A, B, C, D, E are mixed in equal amounts on the sites of one crystal lattice at $T=1500$~K. How large a positive formation enthalpy per atom can the ideal configurational entropy of this solution offset when the alternative is the five pure elements? How much of that offset is left when the alternative is a set of binary or ternary solid solutions, or an ordered compound, and how does it scale with temperature and with the number of elements? Which comparison decides whether the five-component phase lies on the convex hull?

\section*{Answer}

\subsection*{Conventions}

Temperature and pressure are fixed. All quantities are per atom, energies are in eV, and entropies $s$ are in units of $k_B$, so that $G=H-k_BT\,s$. The enthalpy $H$ is a formation enthalpy, measured from the pure elements. Only configurational entropy is kept: differences in vibrational, electronic and magnetic entropy between the phases are set to zero, as are interface and strain energies. A composition is $x=(x_1,\dots,x_n)$ with $\sum_i x_i=1$, and $0\ln 0=0$. With $k_B=8.6173\times10^{-5}$~eV/K, $k_BT=0.12926$~eV at 1500~K. The numbers below come from the numerical check.

One inequality is used repeatedly. The function $t-1-\ln t$ has derivative $1-1/t$, negative below $t=1$ and positive above, and it vanishes at $t=1$; hence $\ln t\le t-1$, with equality only at $t=1$. For two distributions $p$ and $r$, with $r_i>0$ wherever $p_i>0$, define the relative entropy $D(p\|r)=\sum_i p_i\ln(p_i/r_i)$. Summing over the $i$ with $p_i>0$,
\begin{equation}
-D=\sum_i p_i\ln\frac{r_i}{p_i}\le\sum_i p_i\Big(\frac{r_i}{p_i}-1\Big)=\sum_{i:\,p_i>0} r_i-1\le 0 ,
\label{eq:gibbs}
\end{equation}
so $D\ge0$, with equality only for $p=r$. Write $h(p)=-\sum_i p_i\ln p_i$. If $p$ has at most $m$ nonzero entries and $r_i=1/m$ on $m$ entries that include them, then $D=\ln m-h(p)$, and therefore
\begin{equation}
h(p)\le\ln m ,
\label{eq:lnm}
\end{equation}
with equality only for the uniform distribution over $m$ entries.

\subsection*{The ideal entropy and the offset against the elements}

Place $N_i=Nx_i$ atoms of element $i$ on $N$ sites. Of the $N!$ orderings of labelled atoms, those that differ by permuting like atoms are the same configuration, so the number of configurations is $\Gamma=N!/\prod_iN_i!$. Stirling's series is $\ln M!=M\ln M-M+\tfrac12\ln(2\pi M)+1/(12M)+\dots$. The terms $-M$ cancel because $\sum_iN_i=N$, and $N\ln N-\sum_iN_i\ln N_i=-\sum_iN_i\ln(N_i/N)$, so that
\begin{equation}
s(x)=\lim_{N\to\infty}\frac{\ln\Gamma}{N}=-\sum_i x_i\ln x_i .
\end{equation}
For $n$ elements in equal amounts, $N_i=N/n$, and
\begin{equation}
\ln\Gamma=N\ln n+\tfrac12\ln(2\pi N)-\tfrac n2\ln\frac{2\pi N}{n}+\frac{1-n^2}{12N}+\dots
\label{eq:stirling}
\end{equation}
The last term is $1/(12N)-n\cdot n/(12N)$, which is $-2/N$ for $n=5$. The program tests the first three terms against exact integer counts to within $2.5/N$. The counts give $\ln\Gamma/N=1.5206$, $1.5960$ and $1.6076$ for $N=100$, $1000$ and $10\,000$, approaching $\ln5=1.6094$ from below as $(\ln N)/N$.

If all configurations have the same enthalpy $NH$, the partition function is $\Gamma e^{-NH/k_BT}$ and $G=H-k_BTs$ exactly. If they do not, the same formula with $H$ the average over all configurations is the Bragg--Williams (mean-field) approximation, whose error is taken up at the end.

Each pure element has one configuration, so $s=0$, and $H=0$ by the choice of reference. The equiatomic solution is lower in $G$ than the unmixed elements when $H<k_BT\ln5$:
\begin{equation}
k_BT\ln5=0.12926\ \mathrm{eV}\times1.6094=0.208\ \mathrm{eV}=20.1\ \mathrm{kJ/mol}.
\end{equation}
By Eq.~(\ref{eq:lnm}) no other five-element composition has a larger ideal entropy. The offset is linear in $T$ and logarithmic in $n$; the $n$-th element adds $k_BT\ln[n/(n-1)]\approx k_BT/n$ at large $n$.

\subsection*{The offset against any set of products}

Let the alloy separate into phases $a$ holding fractions $w_a$ of the atoms, with compositions $x^a$. Conservation of each element requires
\begin{equation}
\sum_a w_a x_i^a=x_i ,\qquad \sum_a w_a=1 .
\label{eq:mass}
\end{equation}
The solution is lower in $G$ than these products when
\begin{equation}
H-\sum_a w_aH_a<k_BT\,\Delta s,\qquad \Delta s=s(x)-\sum_a w_as_a .
\label{eq:crit}
\end{equation}
The offset is $k_BT\Delta s$: the largest enthalpy excess over these particular products that the solution tolerates. A change of reference adds $\sum_ic_ix_i$ to every $H$ and cancels from Eq.~(\ref{eq:crit}) by Eq.~(\ref{eq:mass}). The convex hull at $x$ is the minimum of $\sum_aw_aG_a$ over all decompositions, and the solution is stable only if it wins against every one. At most five phases need be considered for five elements: six composition vectors in five dimensions obey some relation $\sum_ac_ax^a=0$, summing its components gives $\sum_ac_a=0$, and the weights $w_a+\lambda c_a$ then satisfy Eq.~(\ref{eq:mass}) while the total $G$ is linear in $\lambda$; moving $\lambda$ in the direction that does not raise $G$ until a weight vanishes removes one phase.

Suppose every product is itself an ideal solution, $s_a=s(x^a)$. Insert Eq.~(\ref{eq:mass}) for the prefactor $x_i$ in $s(x)$:
\begin{align}
s(x)&=-\sum_a w_a\sum_i x_i^a\ln x_i ,\\
\Delta s&=\sum_a w_a\sum_i x_i^a\,(\ln x_i^a-\ln x_i)=\sum_a w_a\,D(x^a\|x).
\label{eq:KL}
\end{align}
Thus $\Delta s\ge0$ by Eq.~(\ref{eq:gibbs}), and $\Delta s\le s(x)$ because each $s_a\ge0$. The value $\ln5$ is the top of the range, reached only when every product has zero configurational entropy.

A second form gives a sharper ceiling. Let $q_{a|i}=w_ax_i^a/x_i$ be the fraction of the atoms of element $i$ that end up in phase $a$; Eq.~(\ref{eq:mass}) gives $\sum_aq_{a|i}=1$. Then $x_i^a/x_i=q_{a|i}/w_a$ and $w_ax_i^a=x_iq_{a|i}$, so Eq.~(\ref{eq:KL}) becomes
\begin{align}
\Delta s&=\sum_{i,a}x_i\,q_{a|i}\ln q_{a|i}-\sum_a w_a\ln w_a\sum_i x_i^a\nonumber\\
&=h(w)-\sum_i x_i\,h(q_{\cdot|i})\ \le\ h(w).
\label{eq:cond}
\end{align}
Equality holds when every element goes wholly into one phase, that is, for products with no element in common. The program tests Eqs.~(\ref{eq:KL}) and (\ref{eq:cond}) and both ceilings against factorial counts for random decompositions of non-equiatomic alloys.

Equation~(\ref{eq:cond}) has a direct meaning. For the split into AB and CDE with equal amounts,
\begin{equation}
\frac{\Gamma_{ABCDE}}{\Gamma_{AB}\Gamma_{CDE}}
=\frac{N!}{[(N/5)!]^5}\,\frac{[(N/5)!]^2}{(2N/5)!}\,\frac{[(N/5)!]^3}{(3N/5)!}
=\binom{N}{2N/5},
\end{equation}
an identity tested with exact integers. A configuration of the five-component solution is a choice of which sites carry A or B, then an arrangement of A and B on them, then an arrangement of C, D, E on the rest. Separation removes the first choice and keeps the other two. For disjoint splits of the equiatomic alloy into equiatomic groups the weights are the group sizes divided by five. For $3+2$,
\begin{align}
\Delta s&=\ln5-0.4\ln2-0.6\ln3\nonumber\\
&=1.6094-0.4(0.6931)-0.6(1.0986)=0.6730,
\end{align}
equal to $-0.4\ln0.4-0.6\ln0.6$, and $k_BT\Delta s=0.12926\times0.6730=0.087$~eV $=8.4$~kJ/mol. The splits compare as follows; the last column is $\ln5/\Delta s$.
\begin{center}
\begin{tabular}{lccc}
products & $\Delta s$ & offset (eV) & ratio\\
AB + CD + E & 1.0549 & 0.136 & 1.53\\
ABC + D + E & 0.9503 & 0.123 & 1.69\\
AB + CDE & 0.6730 & 0.087 & 2.39\\
ABCD + E & 0.5004 & 0.065 & 3.22
\end{tabular}
\end{center}
For any split into two ideal solutions, Eqs.~(\ref{eq:cond}) and (\ref{eq:lnm}) give $\Delta s\le\ln2$, so the offset cannot exceed $k_BT\ln2=0.090$~eV, however many elements the alloy has. This is a bound; equality needs disjoint products of weight one half, which five equal amounts cannot form. Rejecting one element from an equiatomic $n$-component solution costs $h(1/n,\,1-1/n)=(\ln n)/n-(1-1/n)\ln(1-1/n)$, and since $-\ln(1-1/n)\approx1/n$ this is $(1+\ln n)/n$ at large $n$: the offset per atom of alloy against this reaction falls as elements are added.

\subsection*{The smallest offset against binaries and ternaries}

If every product has at most $m$ elements, Eq.~(\ref{eq:lnm}) gives $s_a\le\ln m$, and for the equiatomic $n$-component alloy
\begin{equation}
\ln\frac nm\ \le\ \Delta s\ \le\ \ln n .
\label{eq:range}
\end{equation}
The lower limit is attained. Arrange the elements on a circle and take the $n$ equiatomic phases made of $m$ consecutive elements (ABC, BCD, CDE, DEA, EAB for $n=5$, $m=3$), each with weight $1/n$. Every element occurs in $m$ of them at fraction $1/m$, so its total is $m\cdot\frac1n\cdot\frac1m=\frac1n$, as required, and every product has $s_a=\ln m$. For $n=5$ the program tests the limit by a linear program over all grid compositions of step $1/12$ with at most $m$ elements. The minima are
\begin{align}
m=2:&\quad \Delta s=0.9163,\quad 0.118\ \mathrm{eV}=11.4\ \mathrm{kJ/mol},\nonumber\\
m=3:&\quad \Delta s=0.5108,\quad 0.066\ \mathrm{eV}=6.4\ \mathrm{kJ/mol},\nonumber\\
m=4:&\quad \Delta s=0.2231,\quad 0.029\ \mathrm{eV}=2.8\ \mathrm{kJ/mol}.\nonumber
\end{align}
The reduction therefore depends on the competitors. Against binary solutions and elements alone the offset shrinks by a factor of at most 1.76, so more than half of 0.208~eV always survives. With ternary solutions it shrinks by 2.39 for AB + CDE and by at most 3.15. Against products that are nearly pure elements, whether nominally binary or ternary, it hardly shrinks. The smallest offset depends on the ratio $n/m$ alone, and all these offsets are proportional to $T$, so the ratios in the table do not depend on temperature.

The quantity $\ln(n/m)$ also appears without the five-phase construction. Expand $-u\ln u$, whose derivatives are $-\ln u-1$, $-1/u$, $1/u^2$, $-2/u^3$, about $x$ with $\sum_i\delta_i=0$:
\begin{equation}
s(x+\delta)=s(x)-\sum_i\delta_i\ln x_i-\sum_i\frac{\delta_i^2}{2x_i}+\sum_i\frac{\delta_i^3}{6x_i^2}-\sum_i\frac{\delta_i^4}{12x_i^3}+\dots
\label{eq:taylor}
\end{equation}
From the definition, $D(x+\delta\|x)=-s(x+\delta)-\sum_i(x_i+\delta_i)\ln x_i=-s(x+\delta)+s(x)-\sum_i\delta_i\ln x_i$, so $D=\sum_i\delta_i^2/2x_i$ to leading order. When a small weight $w$ of a phase $x^a$ forms, the remainder shifts by $\delta$ of order $w$ and its term in Eq.~(\ref{eq:KL}) is of order $w^2$, so $\Delta s=wD(x^a\|x)+O(w^2)$. For an equiatomic $m$-element precipitate, $D=\sum_i\frac1m\ln\frac{1/m}{1/n}=\ln(n/m)$. This is the entropy cost per atom of the first precipitate.

Equation~(\ref{eq:taylor}) also shows that the offset has no positive lower bound once the competitors may contain all five elements. For two phases $x\pm\delta$ of weight one half the odd terms cancel, and
\begin{equation}
\Delta s=\sum_i\frac{\delta_i^2}{2x_i}+\sum_i\frac{\delta_i^4}{12x_i^3}+\dots
\end{equation}
The quadratic term is tested for a small random $\delta$. For $\delta_A=-\delta_C=0.05$ it gives $2\times0.05^2/0.4=0.0125$, or 0.00162~eV, against 0.00163~eV from the full entropy; the quartic term is $\delta^2/6x^2\approx1\%$ of the quadratic one. The enthalpy gained by such a split is also quadratic in $\delta$, so stability against it is a question of the curvature of $G$.

\subsection*{Ordered compounds}

A fully ordered stoichiometric compound has $s_a=0$, so Eq.~(\ref{eq:KL}) and the $\ln2$ bound do not apply to it. If all products are such compounds, $\Delta s=\ln5$ and the full 0.208~eV is available; what works against the solution is then $\sum_aw_aH_a$.

Take a solution with $H=0$ at every composition and a compound AB of formation enthalpy $h_c$ per atom holding a fraction $f$ of the atoms. The remainder holds $n_A=n_B=0.2-f/2$ and $n_C=n_D=n_E=0.2$, in total $1-f$. Its entropy is $-\sum_in_i\ln[n_i/(1-f)]$, so
\begin{align}
G(f)&=fh_c+k_BT\Big[\sum_in_i\ln n_i-(1-f)\ln(1-f)\Big],\\
\frac{dG}{df}&=h_c+k_BT\big[-\tfrac12(\ln n_A+1)-\tfrac12(\ln n_B+1)+\ln(1-f)+1\big]\nonumber\\
&=h_c-k_BT\ln\frac{0.2-f/2}{1-f}.
\end{align}
The fraction of A in the remainder falls from 0.2 to 0 as $f$ goes from 0 to 0.4 (its derivative is $-0.3/(1-f)^2$), so $dG/df$ rises monotonically, and $f=0$ is the minimum exactly when the slope there, $h_c+k_BT\ln5$, is not negative. Precipitation begins at $h_c=-0.208$~eV per atom of compound; the program tests this by scanning $f$ for $h_c$ one per cent on either side. The complete reaction to AB + CDE at $f=0.4$ is favourable only when $0.4h_c-0.6k_BT\ln3<-k_BT\ln5$. The entropy difference $\ln5-0.6\ln3=0.9503$ is the same number as for the $3+1+1$ split, and the condition is $h_c<-0.1228/0.4=-0.307$~eV. For $h_c$ between $-0.307$ and $-0.208$~eV the solution wins against the complete reaction and is still off the hull. Since $dG/df\to+\infty$ at $f=0.4$, the complete reaction is never the equilibrium at $T>0$. The same logarithmic divergence acts in any solution phase with a finite enthalpy of solution for the missing elements, so strict binary or ternary products are the limit in which that enthalpy is large compared with $k_BT$.

The ideal entropy offsets 0.208~eV per atom at 1500~K against the pure elements or fully ordered compounds, but generally less against competing solid solutions, and the alloy is stable only if it wins against every decomposition. What remains is to work out the hull explicitly for a model alloy, find how much enthalpy that alloy tolerates, and examine where random mixing fails.

Numbers in the example were calculated in double precision.
